# Impact energy of nitrogen atoms from a 500 eV molecular ion: a program that tests the result

```python
"""Result under test: a homonuclear diatomic ion of kinetic energy E brings
each atom to a surface with energy E/2, if internal motion is neglected.
A release K (total kinetic energy in the centre-of-mass frame) gives
atomic energies E/2 + K/2 +- sqrt(E K) cos(theta), where theta is the angle
between the relative velocity and the molecular velocity.
Example: N2+ at 500 eV on zirconium. Internal units: eV, nm, fs.
The bond is a Morse potential; N-Zr repulsion is the universal
Ziegler-Biersack-Littmark (ZBL) screened Coulomb potential.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal

# One atomic mass unit in eV fs^2 / nm^2; 1 nm/fs is 1e6 m/s.
mass_unit = const.atomic_mass * 1e12 / const.e
hbar = const.hbar / const.e * 1e15
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
bohr = const.physical_constants["Bohr radius"][0] * 1e9
hartree = const.physical_constants["Hartree energy in eV"][0]

# Inputs; bond and process values are rough typical values.
ion_energy = 500.0
mass_N_u, mass_Zr_u = 14.007, 91.224
mass_N, mass_Zr = mass_N_u * mass_unit, mass_Zr_u * mass_unit
bond_depth, bond_range, bond_length = 9.0, 27.0, 0.11
release = 1.0
temperature = 300.0
image_distance = 0.2
pressure_torr, sheath_mm, exchange_nm2 = 0.003, 1.0, 0.4
collision_length = 0.1

atom_energy = ion_energy / 2
speed = np.sqrt(2 * ion_energy / (2 * mass_N))


def morse(r):
    """Bond energy above its minimum, and its derivative."""
    decay = np.exp(-bond_range * (r - bond_length))
    energy = bond_depth * (1 - decay) ** 2
    slope = 2 * bond_depth * bond_range * decay * (1 - decay)
    return energy, slope


# Test 1: accelerate a bound ion from rest with all charge on one atom.
field_force = 5.0  # eV/nm


def accelerated_ion(t, y):
    x1, x2, v1, v2 = y
    slope = morse(x1 - x2)[1]
    return [v1, v2, (field_force - slope) / mass_N, slope / mass_N]


def full_work_done(t, y):
    return field_force * y[0] - ion_energy


full_work_done.terminal = True
run = solve_ivp(accelerated_ion, (0, 10000),
                [0.0, -bond_length, 0.0, 0.0], method="DOP853",
                rtol=1e-8, atol=1e-10, events=full_work_done)
assert run.status == 1
accelerated = 0.5 * mass_N * run.y[2:, -1] ** 2
# The sudden start of the field leaves a weak vibration, below 0.5 eV here.
assert np.all(np.abs(accelerated - atom_energy) < 0.5)

# Test 2: release formulas against quadrature over velocity vectors.
cosines, weights = np.polynomial.legendre.leggauss(30)
weights = weights / 2
u = np.sqrt(release / mass_N)


def energy_from_vectors(cosine):
    along = speed + u * cosine
    across = u * np.sqrt(1 - cosine ** 2)
    return 0.5 * mass_N * (along ** 2 + across ** 2)


sampled = energy_from_vectors(cosines)
sampled_mean = np.sum(weights * sampled)
sampled_rms = np.sqrt(np.sum(weights * (sampled - sampled_mean) ** 2))
release_mean = (ion_energy + release) / 2
release_rms = np.sqrt(ion_energy * release / 3)
release_low = (np.sqrt(ion_energy) - np.sqrt(release)) ** 2 / 2
release_high = (np.sqrt(ion_energy) + np.sqrt(release)) ** 2 / 2
assert np.isclose(sampled_mean, release_mean, rtol=1e-10)
assert np.isclose(sampled_rms, release_rms, rtol=1e-9)
assert np.isclose(energy_from_vectors(-1.0), release_low, rtol=1e-10)
assert np.isclose(energy_from_vectors(1.0), release_high, rtol=1e-10)

# Test 3: zero-point kinetic energy from the diagonalized Morse oscillator.
reduced_mass = mass_N / 2
omega = bond_range * np.sqrt(2 * bond_depth / reduced_mass)
zero_point_kinetic = hbar * omega / 4
r_grid = np.linspace(0.075, 0.16, 600)
hop = hbar ** 2 / (2 * reduced_mass * (r_grid[1] - r_grid[0]) ** 2)
levels, states = eigh_tridiagonal(
    2 * hop + morse(r_grid)[0], -hop * np.ones(len(r_grid) - 1),
    select="i", select_range=(0, 0))
ground = states[:, 0]
morse_kinetic = levels[0] - np.sum(ground ** 2 * morse(r_grid)[0])
# The harmonic value differs from the Morse value by weak anharmonicity.
assert abs(morse_kinetic / zero_point_kinetic - 1) < 0.03
vibration_rms = np.sqrt(ion_energy * zero_point_kinetic / 3)
rotation_kinetic = const.k * temperature / const.e
rotation_rms = np.sqrt(ion_energy * rotation_kinetic / 3)

# Trajectories of two N atoms striking one free Zr atom at rest.
charge_N, charge_Zr = 7, 40
screening = 0.88534 * bohr / (charge_N ** 0.23 + charge_Zr ** 0.23)
zbl_c = np.array([0.18175, 0.50986, 0.28022, 0.02817])
zbl_b = np.array([3.19980, 0.94229, 0.40290, 0.20162])
masses = np.array([mass_N, mass_N, mass_Zr])


def repulsion(r):
    """N-Zr repulsion energy and its derivative."""
    terms = zbl_c * np.exp(-zbl_b * r / screening)
    strength = charge_N * charge_Zr * coulomb
    energy = strength * terms.sum() / r
    slope = -energy / r - strength * (terms * zbl_b).sum() / (r * screening)
    return energy, slope


def zr_energy_after(first, second, bonded):
    """Energy given to Zr; positions are (across, along) in nm."""
    def potential_and_forces(pos):
        forces = np.zeros((3, 2))
        total = 0.0
        pairs = [(0, 2, repulsion), (1, 2, repulsion)]
        if bonded:
            pairs.append((0, 1, morse))
        for i, j, law in pairs:
            gap = pos[i] - pos[j]
            r = np.sqrt(gap @ gap)
            energy, slope = law(r)
            total += energy
            forces[i] -= slope * gap / r
            forces[j] += slope * gap / r
        return total, forces

    def motion(t, y):
        forces = potential_and_forces(y[:6].reshape(3, 2))[1]
        return np.concatenate([y[6:], (forces / masses[:, None]).ravel()])

    def total_energy(y):
        kinetic = 0.5 * np.sum(masses[:, None] * y[6:].reshape(3, 2) ** 2)
        return kinetic + potential_and_forces(y[:6].reshape(3, 2))[0]

    start = np.array([*first, *second, 0, 0,
                      0, speed, 0, speed, 0, 0], dtype=float)
    path = solve_ivp(motion, (0, 60), start, method="DOP853",
                     rtol=1e-9, atol=1e-11)
    assert path.success
    end = path.y[:, -1]
    assert abs(total_energy(end) / total_energy(start) - 1) < 1e-5
    return 0.5 * mass_Zr * np.sum(end[10:] ** 2)


# Test 4: head-on transfer formula against a trajectory.
def transfer_fraction(projectile, target):
    return 4 * projectile * target / (projectile + target) ** 2


atom_transfer = transfer_fraction(mass_N, mass_Zr) * atom_energy
compact_transfer = transfer_fraction(2 * mass_N, mass_Zr) * ion_energy
single_hit = zr_energy_after((0, -0.5), (5.0, -0.5), False)
assert abs(single_hit / atom_transfer - 1) < 1e-3

# Test 5: the bond hardly changes the blow when atoms strike side by side.
side_free = zr_energy_after((0, -0.5), (bond_length, -0.5), False)
side_bond = zr_energy_after((0, -0.5), (bond_length, -0.5), True)
side_change = side_bond / side_free - 1
assert abs(side_change) < 0.05
end_free = zr_energy_after((0, -0.5), (0, -0.5 - bond_length), False)
end_bond = zr_energy_after((0, -0.5), (0, -0.5 - bond_length), True)

# Sizes of other neglected effects.
image_per_atom = coulomb / (4 * image_distance) / 2
bond_cost_per_atom = bond_depth / 2
gas_density = pressure_torr * const.torr / (const.k * temperature)
exchange_path_mm = 1e3 / (gas_density * exchange_nm2 * 1e-18)
exchange_fraction = 1 - np.exp(-sheath_mm / exchange_path_mm)

print(f"N2+ energy: {ion_energy:.0f} eV")
print(f"N mass: {mass_N_u:.3f} u; Zr mass: {mass_Zr_u:.3f} u")
print(f"common speed: {speed * 1e3:.1f} km/s")
print(f"impact energy per N atom: {atom_energy:.1f} eV")
print(f"same energy: {atom_energy / hartree:.3f} hartree")
print(f"accelerated ion, charged atom: {accelerated[0]:.2f} eV")
print(f"accelerated ion, other atom: {accelerated[1]:.2f} eV")
print(f"rough bond depth: {bond_depth:.1f} eV")
print(f"rough bond length: {bond_length:.2f} nm")
print(f"Morse range parameter: {bond_range:.0f} 1/nm")
print(f"vibration period: {2 * np.pi / omega:.1f} fs")
print(f"rough collision length: {collision_length:.1f} nm")
print(f"time to cross that length: {collision_length / speed:.2f} fs")
print(f"chosen release K: {release:.1f} eV")
print(f"mean atom energy with release: {release_mean:.1f} eV")
print(f"rms spread with release: {release_rms:.1f} eV")
print(f"lowest energy with release: {release_low:.1f} eV")
print(f"highest energy with release: {release_high:.1f} eV")
print(f"vibrational quantum: {hbar * omega:.3f} eV")
print(f"zero-point kinetic, harmonic: {zero_point_kinetic:.4f} eV")
print(f"zero-point kinetic, Morse: {morse_kinetic:.4f} eV")
print(f"rms spread from zero-point motion: {vibration_rms:.1f} eV")
print(f"gas temperature: {temperature:.0f} K")
print(f"mean rotational energy: {rotation_kinetic:.4f} eV")
print(f"rms spread from rotation: {rotation_rms:.1f} eV")
print(f"max transfer, one N atom to Zr: {atom_transfer:.1f} eV")
print(f"same transfer from trajectory: {single_hit:.1f} eV")
print(f"max transfer, compact 500 eV N2: {compact_transfer:.1f} eV")
print(f"Zr energy, side by side, no bond: {side_free:.1f} eV")
print(f"Zr energy, side by side, bond: {side_bond:.1f} eV")
print(f"change due to bond, side by side: {100 * side_change:.2f} %")
print(f"Zr energy, end-on, no N-N force: {end_free:.1f} eV")
print(f"Zr energy, end-on, N-N force: {end_bond:.1f} eV")
print(f"change, end-on: {100 * (end_bond / end_free - 1):.1f} %")
print(f"rough image distance: {image_distance:.1f} nm")
print(f"image energy gain per atom: {image_per_atom:.2f} eV")
print(f"bond cost per atom if from motion: {bond_cost_per_atom:.1f} eV")
print(f"rough gas pressure: {pressure_torr:.3f} Torr")
print(f"rough sheath width: {sheath_mm:.1f} mm")
print(f"rough exchange cross-section: {exchange_nm2:.1f} nm^2")
print(f"charge-exchange mean free path: {exchange_path_mm:.1f} mm")
print(f"ions exchanging charge in sheath: {100 * exchange_fraction:.1f} %")
print("every check passed")
```

Running it gives:

```
N2+ energy: 500 eV
N mass: 14.007 u; Zr mass: 91.224 u
common speed: 58.7 km/s
impact energy per N atom: 250.0 eV
same energy: 9.187 hartree
accelerated ion, charged atom: 249.68 eV
accelerated ion, other atom: 250.32 eV
rough bond depth: 9.0 eV
rough bond length: 0.11 nm
Morse range parameter: 27 1/nm
vibration period: 14.8 fs
rough collision length: 0.1 nm
time to cross that length: 1.70 fs
chosen release K: 1.0 eV
mean atom energy with release: 250.5 eV
rms spread with release: 12.9 eV
lowest energy with release: 228.1 eV
highest energy with release: 272.9 eV
vibrational quantum: 0.280 eV
zero-point kinetic, harmonic: 0.0700 eV
zero-point kinetic, Morse: 0.0694 eV
rms spread from zero-point motion: 3.4 eV
gas temperature: 300 K
mean rotational energy: 0.0259 eV
rms spread from rotation: 2.1 eV
max transfer, one N atom to Zr: 115.4 eV
same transfer from trajectory: 115.4 eV
max transfer, compact 500 eV N2: 359.5 eV
Zr energy, side by side, no bond: 125.7 eV
Zr energy, side by side, bond: 126.2 eV
change due to bond, side by side: 0.36 %
Zr energy, end-on, no N-N force: 348.5 eV
Zr energy, end-on, N-N force: 349.0 eV
change, end-on: 0.1 %
rough image distance: 0.2 nm
image energy gain per atom: 0.90 eV
bond cost per atom if from motion: 4.5 eV
rough gas pressure: 0.003 Torr
rough sheath width: 1.0 mm
rough exchange cross-section: 0.4 nm^2
charge-exchange mean free path: 25.9 mm
ions exchanging charge in sheath: 3.8 %
every check passed
```
